\section*{Choosing the Barrier Factor for Tunnelling: Forbes's Formula or Quadrature}

\section{The decision}

A slab calculation has given a work function, or an interface calculation a Schottky barrier height, and the next step is a tunnelling current in an applied field. Where the post-processing offers a choice of barrier factor, two decisions follow: whether to use a closed formula or integrate the barrier numerically, and how many quadrature points to take. The answer depends on the current error that can be accepted, because the barrier factor sits in an exponent.

For the planar image-force barrier, Forbes's formula
\begin{equation}
w(f)=1-f+\frac{f}{6}\ln f
\label{w}
\end{equation}
has a relative error below half a percent for every scaled field $0<f<1$. If $G$ is the tunnelling exponent, the error in $G$ is therefore below $0.005\,G$. With $G=10$ this allows about 5\% in the current; with $G=30$, about 15\%. Quadrature removes this error for a few dozen function evaluations at the scaled fields of the examples below, and for more at weaker ones. It does not repair an inaccurate barrier height or an unsuitable barrier model.

\section{What the setting evaluates}

Hartree atomic units are used in the derivation. An electron at the Fermi level, taken as zero energy, leaves a flat metal at $x=0$ for a medium of relative permittivity $\varepsilon$. The zero-field barrier is $\phi$, the uniform field pulls outward with force $F>0$, and $m$ is the tunnelling mass. Vacuum has $\varepsilon=m=1$.

The image charge lies a distance $2x$ from the electron and attracts it with force $1/[\varepsilon(2x)^2]$. The image energy, zero at infinity, is
\[
-\int_x^\infty\frac{dx'}{4\varepsilon x'^2}=-\frac{1}{4\varepsilon x}.
\]
The Schottky--Nordheim barrier is thus
\begin{equation}
U(x)=\phi-Fx-\frac{1}{4\varepsilon x}.
\label{U}
\end{equation}
In the semiclassical approximation, for $G$ well above 1, the transmission is $e^{-G}$, with
\begin{equation}
G=2\int_{x_1}^{x_2}\sqrt{2mU(x)}\,dx .
\label{G}
\end{equation}
The factor 2 appears because the wave amplitude decays by the exponential of a single integral and the transmission is its square.

The turning points satisfy $xU=0$, or $Fx^2-\phi x+1/(4\varepsilon)=0$, so
\begin{equation}
x_{1,2}=\frac{\phi\mp\sqrt{\phi^2-F/\varepsilon}}{2F}
=\frac{\phi}{2F}(1\mp c),
\end{equation}
where
\begin{equation}
f=\frac{F}{\varepsilon\phi^2},\qquad c=\sqrt{1-f}.
\end{equation}
The barrier top follows from $U'=-F+1/(4\varepsilon x^2)=0$, at $x=1/(2\sqrt{\varepsilon F})$. There $Fx$ and the image term each equal $\frac12\sqrt{F/\varepsilon}$, so the top is lowered by $\sqrt{F/\varepsilon}=\phi\sqrt f$. At $f=1$ it reaches the Fermi level. For larger $f$ there is no barrier at this energy, and neither option below applies.

Now put $x=\phi s/F$. Then $dx=(\phi/F)\,ds$ and $U=\phi[1-s-f/(4s)]$, which gives
\begin{align}
G&=\frac{2\sqrt{2m}\,\phi^{3/2}}{F}
\int_{s_1}^{s_2}\sqrt{1-s-\frac{f}{4s}}\,ds
=G_0\,v(f),\label{scaled}\\
G_0&=\frac{4\sqrt{2m}\,\phi^{3/2}}{3F},\qquad
v(f)=\frac32\int_{s_1}^{s_2}\sqrt{1-s-\frac{f}{4s}}\,ds .
\label{vdef}
\end{align}
At $f=0$ the integral is $\int_0^1\sqrt{1-s}\,ds=2/3$, so $v(0)=1$ and $G_0$ is the exponent of the triangular barrier. The setting concerns the single function $v$.

\section{The quadrature option}

A uniform mesh in $x$ is a poor choice: the integrand has square-root endpoints, and at weak fields it also varies rapidly near the surface. An angle removes the endpoint difficulty. With $s_{1,2}=(1\mp c)/2$,
\[
1-s-\frac{f}{4s}=\frac{(s-s_1)(s_2-s)}{s}.
\]
Set $s=(1+c\cos\theta)/2$. Then $s-s_1=c(1+\cos\theta)/2$ and $s_2-s=c(1-\cos\theta)/2$, whose product is $c^2\sin^2\theta/4$. Since $ds=-(c/2)\sin\theta\,d\theta$ and $\theta$ runs from $\pi$ to $0$, reversing the limits absorbs the sign:
\begin{align}
v&=\frac32\int_0^\pi\frac{c\sin\theta}{2\sqrt s}\,
\frac{c\sin\theta}{2}\,d\theta
=\frac{3c^2}{8}\int_0^\pi
\frac{\sqrt2\,\sin^2\theta}{\sqrt{1+c\cos\theta}}\,d\theta\notag\\
&=(1-f)\,u(f),\qquad
u(f)=\frac{3}{4\sqrt2}\int_0^\pi
\frac{\sin^2\theta\,d\theta}{\sqrt{1+c\cos\theta}} .
\label{u}
\end{align}
The factor $1-f$, which makes $v$ vanish at the barrier top, is now explicit, so relative accuracy survives there. The algorithm is the midpoint rule
\begin{equation}
u\simeq\frac{3\pi}{4\sqrt2\,n}\sum_{j=0}^{n-1}
\frac{\sin^2\theta_j}{\sqrt{1+c\cos\theta_j}},\qquad
\theta_j=\frac{(j+\frac12)\pi}{n}.
\label{rule}
\end{equation}

\subsection{How many points}

The integrand is even, periodic and analytic for $f>0$, so it has a cosine series $\sum_k a_k\cos k\theta$. The rule integrates each term correctly unless $k$ is a nonzero multiple of $2n$. At $k=2n$ every node gives $\cos[(2j+1)\pi]=-1$, so the leading error of the integral is $-\pi a_{2n}$.

The decay of $a_k$ is set by the nearest complex singularity, $1+c\cos\theta=0$. It lies at $\theta=\pi\pm i\eta$ with $\cosh\eta=1/c$. Because $1/c^2-1=f/(1-f)$,
\[
e^\eta=\frac1c+\sqrt{\frac1{c^2}-1}=\frac{1+\sqrt f}{\sqrt{1-f}} .
\]
Apart from a power of $k$, $a_k$ falls as $e^{-\eta k}$. The error therefore falls as
\begin{equation}
e^{-2\eta n}=\mu^n,\qquad
\mu=\frac{1-\sqrt f}{1+\sqrt f},
\label{mu}
\end{equation}
times a power of $n$, which is $n^{-1/2}$ for this inverse-square-root singularity. At $f=0.25$ the formula gives $\mu=0.3333$; the ratio of successive quadrature errors, with the power removed, gives $0.3317$.

For a target $\delta$ in $v$, start with $n\simeq\ln\delta/\ln\mu$ and confirm by doubling $n$. Since $G=G_0v$, an allowed error $\Delta G$ means $\delta=\Delta G/G_0$. For $\delta=10^{-6}$ the estimate is 12 points at $f=0.288$ and 49 at $f=0.02$. At small $f$, $\ln\mu\simeq-2\sqrt f$, so the estimate grows as $\ln(1/\delta)/(2\sqrt f)$. Weak scaled fields do need more points, but the estimate becomes too pessimistic there because it omits the prefactor: for $\delta=10^{-6}$ it gives 691 points at $f=10^{-4}$, where 233 suffice. The true need levels off as $f\to0$, where the integrand has only a kink and the error falls as $n^{-2}$. At $f=0$ use $v=1$ directly.

As a test of the scaling and the rule together, \eqref{U} was integrated directly between numerically located roots for $\phi=0.2$, $\varepsilon=4$, $m=0.5$ and six values of $f$ from $0.001$ to $0.95$. The actions agreed to better than one part in $10^6$.

\section{The formula option}

\subsection{Where the logarithm and the sixth come from}

Differentiate \eqref{vdef} with respect to $f$. The moving endpoints contribute nothing because the integrand vanishes there. Writing $Q=1-s-f/(4s)$, with $\partial Q/\partial f=-1/(4s)$,
\begin{equation}
v'=\frac32\int_{s_1}^{s_2}\frac{1}{2\sqrt Q}
\left(-\frac1{4s}\right)ds
=-\frac{3\sqrt2}{16}\int_0^\pi
\frac{d\theta}{\sqrt{1+c\cos\theta}} .
\label{vp}
\end{equation}
The last step uses $\sqrt Q=c\sin\theta/(2\sqrt s)$, so that $ds/(s\sqrt Q)$ becomes $d\theta/\sqrt s$.

For small $f$ the integral is dominated by $\theta=\pi-\alpha$ with small $\alpha$. There $1-c\simeq f/2$ and $1+c\cos\theta\simeq(f+\alpha^2)/2$, so the integral grows as
\[
\sqrt2\int_0\frac{d\alpha}{\sqrt{f+\alpha^2}}
\simeq\frac{\sqrt2}{2}\ln\frac1f+\text{constant}.
\]
Hence $v'\simeq(3/16)\ln f$, and $v$ contains $(3/16)f\ln f$. The logarithm comes from the image potential near the surface.

At $f=1$, $c=0$ and \eqref{vp} gives $v'(1)=-3\sqrt2\,\pi/16=-0.83304$. The trial form $1-f+qf\ln f$ has the correct values 1 and 0 at the two ends, and its slope at $f=1$ is $-1+q$. Matching that slope requires $q=0.16696$, close to $1/6$. Forbes's coefficient thus nearly matches the strong-field end; the weak-field logarithm would ask for $3/16=0.1875$. The value $1/6$ should not be read as a weak-field expansion coefficient.

\subsection{A bound for every field}

A table of samples cannot exclude a larger error between them. Monotonicity can. Define
\[
W(f)=\frac{w(f)}{1-f}=1+\frac{f\ln f}{6(1-f)},
\]
so that $w/v=W/u$. Its derivative is
\[
W'=\frac{(\ln f+1)(1-f)+f\ln f}{6(1-f)^2}
=\frac{\ln f+1-f}{6(1-f)^2}<0,
\]
because $\ln f<f-1$ for $0<f<1$. The function $u$ also decreases: on expanding $(1+c\cos\theta)^{-1/2}$ in powers of $c$, odd powers integrate to zero and even powers have positive coefficients. Thus $u$ increases with $c^2=1-f$.

On any cell $a\le f\le b$ it follows that
\begin{equation}
\frac{W(b)}{u(a)}\le\frac{w(f)}{v(f)}\le\frac{W(a)}{u(b)} .
\label{cell}
\end{equation}
The end limits are $u(0)=W(0)=1$, $u(1)=3\pi/(8\sqrt2)$ and $W(1)=5/6$. With 2000 cells bounded by $f_j=(j/2000)^2$, \eqref{cell} confines the relative error of $w$ to between $-0.0004\%$ and $+0.3421\%$, up to floating-point rounding. This proves the half-percent claim over the whole interval. These are bounds; the largest error found at the cell boundaries is $+0.332\%$, near $f=0.295$. Both $v$ and $w$ vanish at $f=1$, but their ratio there tends to $(5/6)/0.83304$, an error of about $0.035\%$.

\section{From barrier factor to current}

The formula changes the exponent by $\Delta G=G_0(w-v)$ and multiplies the transmission by $e^{-\Delta G}$. It is useful to express this as an equivalent barrier-height error. Since $df/d\phi=-2f/\phi$ at fixed $F$ and $\varepsilon$,
\begin{align}
\frac1d\equiv\frac{dG}{d\phi}
&=\frac{4\sqrt{2m}}{3F}
\left(\frac32\phi^{1/2}v-2\phi^{1/2}f v'\right)\notag\\
&=\frac{2\sqrt{2m\phi}}{F}
\left(v-\frac43fv'\right).
\label{d}
\end{align}
A small barrier error $\Delta\phi$ changes $G$ by $\Delta\phi/d$, so the formula's error is equivalent to $\Delta\phi=d\,\Delta G$. If this is well below the uncertainty of the computed barrier, quadrature will not noticeably improve the prediction.

\section{Example: a rhodium field emitter}

Take a work function of 5.0 eV and a field of 5.0 V/nm (50 MV/cm), rough values for a rhodium tip in cold field emission. The barrier lowering is 2.683 eV, so
\[
f=(2.683/5.0)^2=0.288,\qquad c=\sqrt{0.712}=0.844 .
\]
With $\phi/(2F)=0.5$ nm, the turning points are $0.5(1\mp0.844)$, or 0.078 and 0.922 nm. The triangular exponent is $G_0=15.274$, and
\begin{align*}
G&=15.274\times0.65010=9.930,\\
G_{\rm Forbes}&=15.274\times0.65226=9.963 .
\end{align*}
The image force raises $e^{-G}$ by a factor of 209, so omitting it is not an acceptable economy. Forbes's formula lowers $e^{-G}$ by 3.2\%. This case lies close to the worst relative error of the formula. With $d=0.208$ eV, the error corresponds to $0.208\times0.033=0.007$ eV in the work function.

The quadrature used 29 points, and doubling them changed $G$ by $3.6\times10^{-15}$. That shows convergence of the integral, not accuracy of the model to that level. The following changes were made one at a time, with the other inputs fixed:
\begin{itemize}
\item Raising the work function by 0.1 eV multiplies $e^{-G}$ by 0.617.
\item Replacing the applied potential by that of a sphere of radius 100 nm, $Fx/(1+x/R)$, while keeping the planar image term, multiplies it by 0.90.
\item Heating from 0 to 300 K raises the current by 2.7\% in a one-dimensional supply model.
\item Solving the wave equation, with a rough band depth of 8 eV and the image potential cut off at the band bottom, gives 1.034 times $e^{-G}$. This factor depends on the assumed depth: it is 1.19 at 6 eV and 0.93 at 10 eV.
\end{itemize}
The heating effect is comparable in size with the formula's error, and the spread of the wave result with band depth is larger. Removing the formula's error alone therefore does not establish percent accuracy.

A real tip is neither flat nor uniform in work function. Of the changes listed, the 0.1 eV shift matters most. In addition, 15\% of $G$ comes from $x<0.2$ nm, where a classical image charge at a sharp plane is doubtful. A potential taken from a local-density calculation does not cure this: its exchange-correlation part follows the local density and so dies away exponentially outside the metal, without the $-1/(4x)$ tail.

\section{Second case: a reverse-biased Schottky diode}

For a wide-gap power diode take the rough values $\phi=1.2$ eV, $F=2$ MV/cm, $\varepsilon=10$ and $m=0.4$ electron masses. The lowering is 0.170 eV and $f=0.020$. The exponent falls from 28.40 to 27.43, which raises $e^{-G}$ by a factor of 2.6. The relative error of $w$ is only about 0.1\%, yet the transmission is 2.8\% too low, nearly as in the emitter, because $G_0$ is larger. Here $d=0.028$ eV, and the equivalent barrier error is below 0.001 eV.

The larger difficulty is the use of one energy. Above the Fermi level the thermal supply falls roughly as $e^{-E/kT}$, while transmission initially rises as $e^{E/d}$. At 300 K, $kT/d=0.92$, so the two nearly cancel and electrons well above the Fermi level contribute. Integration over energy gives 7.6 times the zero-temperature current. The factor rises steeply with temperature: at 450 K, where $kT$ exceeds $d$, the same model gives several hundred. With conserved transverse momentum, a mismatch of transverse masses between metal and semiconductor rescales the warm and cold currents alike, so it changes the absolute current but not this ratio. The estimate does assume a parabolic band. The two-band dispersion considered next makes $G$ vary less with energy, which lowers the thermal factor at 300 K to about 3 in the same supply model, so 7.6 should not be multiplied by the change in $e^{-G}$ found there.

The band model matters more still. Replacing $U$ in \eqref{G} by $U(1-U/E_g)$, with a gap $E_g=3.2$ eV, lowers $G$ to 24.33 and raises $e^{-G}$ about 22-fold. A mass 25\% larger instead raises $G$ to 30.67, and an image permittivity of 7 lowers it to 27.07. Doping of $10^{16}$ cm$^{-3}$ reduces the field by 0.05\% across the barrier, so a uniform field is adequate for these inputs. The field is two thirds of a rough breakdown field of 3 MV/cm; avalanche current is outside the model. The inner turning point, at 0.03 nm, is also far too close to the metal for a bulk permittivity to have a clear meaning.

\section{Recommended use}

\begin{enumerate}
\item Compute $f$ first. The barrier factor is defined for $0<f<1$, but use $e^{-G}$ as the transmission only where $G$ is well above 1. Near the barrier top it fails: for a work function of 5 eV and $f=0.9$ it gives 0.66, while the wave equation gives 0.40 to 0.32 for band depths of 6 to 10 eV. Keep the image term unless its effect on $G$ is negligible for the purpose.
\item For scans, fits and barriers uncertain by several hundredths of an eV, the formula suffices in both cases above. In general, compare $0.005\,G$ with the acceptable fractional current error, provided both are small.
\item For a smaller numerical error, use \eqref{rule}, choose $n$ from \eqref{mu}, and double it once. Judge the shift in $G$, not in $v$.
\item Compare $kT$ with $d$. Unless $kT$ is well below $d$, integrate over energy; below the barrier top, evaluate $G$ with $\phi-E$ in place of $\phi$, in $f$ as well as in $G_0$.
\item If the barrier is curved, uses two-band dispersion or comes from a computed potential, integrate that barrier directly. The half-percent bound does not cover it.
\end{enumerate}

The numerical output below gives further values of $v$ and $w$ and the full set of changes for both examples.

\section*{Calculated quantities}
\begin{verbatim}
f | v | Forbes w | relative error (%)
0.01 | 0.981682 | 0.982325 | +0.0655
0.05 | 0.923357 | 0.925036 | +0.1817
0.10 | 0.859439 | 0.861624 | +0.2542
0.20 | 0.743988 | 0.746352 | +0.3177
0.30 | 0.637686 | 0.639801 | +0.3318
0.50 | 0.440950 | 0.442238 | +0.2920
0.70 | 0.257856 | 0.258388 | +0.2063
0.90 | 0.084115 | 0.084196 | +0.0961
largest relative error: +0.3318 % at f = 0.295
largest absolute error: +0.002377 at f = 0.176
cell bounds on relative error, 2000 cells: -0.0004 to +0.3421 %
convergence factor at f=0.25: measured 0.3317, formula 0.3333
small-f logarithm coefficient: 0.18750
slope of v at f=1: -0.83304; matched q: 0.16696
-- Rhodium emitter, rough inputs --
work function 5.0 eV, field 5.0 V/nm = 50 MV/cm
f = 0.28799, v = 0.650101, w = 0.652257
barrier lowering: 2.6832 eV
turning points: 0.0781 and 0.9219 nm
G without image force: 15.2743; with it: 9.9299
image force multiplies exp(-G) by 209.4
quadrature points: 29; shift of G on doubling: 3.6e-15
Forbes G: 9.9628; error in G: +0.0329
Forbes error in exp(-G): -3.24 %
decay width d: 0.2081 eV; kT at 300 K: 0.02585 eV
current at 300 K / current at 0 K: 1.0272
work function +0.1 eV: exp(-G) times 0.617
tip radius 100 nm: G changes by +0.1065, exp(-G) times 0.899
share of G from x < 0.2 nm: 15.1 %
band depth 8.0 eV: wave transmission 5.037e-05
exp(-G): 4.870e-05; ratio wave/exp(-G): 1.034
-- Wide-gap power Schottky diode, rough inputs --
barrier 1.2 eV, field 2.0 MV/cm, permittivity 10, mass 0.4 m_e
f = 0.02000, v = 0.965948, w = 0.966961
barrier lowering: 0.1697 eV
turning points: 0.0302 and 5.9698 nm
G without image force: 28.395; with it: 27.429; exp(-G) times 2.63
Forbes error in exp(-G): -2.84 %
decay width d: 0.02799 eV; kT/d at 300 K: 0.923
current at 300 K / current at 0 K: 7.57
two-band dispersion, gap 3.2 eV: G = 24.330
image permittivity 7 instead: G = 27.068
mass 25 % larger: G = 30.666
doping 1e+16 cm^-3: field drop to outer turning point 0.054 %
field / rough breakdown field of 3 MV/cm: 0.67
\end{verbatim}
